# The Lattice Fisher-Lee Relation and the Unitarity of Scattering, part 1

(Sections cited here and not found follow in the second part.)

## From lead waves to the Green function

### Definitions and conventions

A finite central region with Hermitian Hamiltonian \(H_C\) is connected to several ideal leads. Lead \(p\) is a semi-infinite row of identical cells, \(j=0,1,2,\ldots\), counted outward. Cell \(j=0\), the interface cell, belongs to the central region, so \(H_C\) may contain any potential there. The cells \(j\geq1\) have the transverse Hamiltonian \(h_p=h_p^\dagger\). Neighbouring cells, including cells 0 and 1, are joined by the hopping matrix \(-t_p\mathbf 1\), with \(t_p>0\). This restriction on the hopping makes the transverse modes independent of energy.

Let \(\psi\) be the vector of amplitudes in the central region and \(\phi_{p,j}\) the vector in cell \(j\) of lead \(p\). The matrix \(P_p\) picks out the interface cell, so that \(\phi_{p,0}=P_p\psi\). At real energy \(E\), the Schrödinger equation in the leads and in the central region is

\[
E\phi_{p,j}=h_p\phi_{p,j}-t_p\phi_{p,j-1}-t_p\phi_{p,j+1},
\qquad j\geq1, \tag{1}
\]

\[
E\psi=H_C\psi-\sum_p t_pP_p^\dagger\phi_{p,1}. \tag{2}
\]

The scattering is elastic and concerns one particle. A mean-field potential may be included in \(H_C\), provided that it is static and Hermitian. A magnetic field in the central region is also allowed: it makes \(H_C\) complex but leaves it Hermitian.

### Modes and their speeds

The transverse modes satisfy \(h_p\chi_n=\varepsilon_n\chi_n\) and \(\chi_n^\dagger\chi_m=\delta_{nm}\). The index \(n\) includes the lead, and the lead index on \(t\) is dropped where no confusion arises. Multiplying (1) from the left by \(\chi_n^\dagger\) gives a separate equation for each coefficient \(c_{n,j}=\chi_n^\dagger\phi_j\):

\[
Ec_{n,j}=\varepsilon_nc_{n,j}-t(c_{n,j-1}+c_{n,j+1}). \tag{3}
\]

Insert \(c_{n,j}=\lambda^j\) and divide by \(\lambda^j\). The result is

\[
\lambda+\lambda^{-1}=\frac{\varepsilon_n-E}{t}. \tag{4}
\]

If \(\lambda\) solves this equation, so does \(1/\lambda\). There are two cases away from the thresholds \(|\varepsilon_n-E|=2t\).

For \(|\varepsilon_n-E|<2t\), the roots are \(e^{\pm i\theta_n}\), with \(0<\theta_n<\pi\). The channel is open. For \(|\varepsilon_n-E|>2t\), the roots are real and one of them has magnitude below one. The channel is closed. In the open case (4) becomes

\[
E=\varepsilon_n-2t\cos\theta_n. \tag{5}
\]

For cell length \(a\), the wave number is \(k_n=\theta_n/a\). The group speed follows by differentiation:

\[
v_n=\frac1\hbar\frac{dE}{dk_n}
=\frac{2ta}{\hbar}\sin\theta_n,
\qquad
\gamma_n\equiv\frac{\hbar v_n}{a}=2t\sin\theta_n. \tag{6}
\]

Since \(t>0\) and \(\sin\theta_n>0\), the factor \(e^{+i\theta_nj}\) describes outward motion. The quantity \(\gamma_n\) is an energy, and \(\gamma_n/\hbar\) is a rate: the speed measured in cells per unit time.

The general solution in an open channel is

\[
c_{n,j}=a_ne^{-i\theta_nj}+b_ne^{i\theta_nj},
\qquad j\geq0. \tag{7}
\]

Here \(a_n\) is the incoming amplitude and \(b_n\) the outgoing amplitude; the subscript separates \(a_n\) from the cell length \(a\). The solution includes \(j=0\), because (3) at \(j=1\) contains \(c_{n,0}\). For a closed channel, a bounded wave has the form \(c_{n,j}=b_n\lambda_n^j\), with real \(|\lambda_n|<1\). It has an amplitude at the interface but no incoming wave.

### The current carried by an amplitude

The weight of each amplitude in the current follows from the time-dependent equation

\[
i\hbar\frac{d\phi_j}{d\tau}
=h\phi_j-t\phi_{j-1}-t\phi_{j+1},
\]

where \(\tau\) is time. The probability in cell \(j\) changes at the rate

\[
\begin{aligned}
\frac{d}{d\tau}\phi_j^\dagger\phi_j
&=2\,\mathrm{Re}\left(\phi_j^\dagger\frac{d\phi_j}{d\tau}\right)\\
&=\frac2\hbar\,\mathrm{Im}\left[
\phi_j^\dagger(h\phi_j-t\phi_{j-1}-t\phi_{j+1})
\right].
\end{aligned} \tag{8}
\]

The second line uses \(\mathrm{Re}(z/i)=\mathrm{Im}\,z\). The term with \(h\) is real and drops out. Define the outward current from cell \(j\) to cell \(j+1\) as

\[
J_j=\frac{2t}{\hbar}\mathrm{Im}(\phi_j^\dagger\phi_{j+1}). \tag{9}
\]

Since \(\mathrm{Im}(\phi_j^\dagger\phi_{j-1})=-\mathrm{Im}(\phi_{j-1}^\dagger\phi_j)\), equation (8) reads \(d(\phi_j^\dagger\phi_j)/d\tau=J_{j-1}-J_j\). This is the conservation law for one cell, and it confirms both the sign and the factor in (9).

Orthonormality of the modes gives \(\phi_j^\dagger\phi_{j+1}=\sum_nc_{n,j}^*c_{n,j+1}\). For an open channel, multiplication of the two waves in (7) yields

\[
\begin{aligned}
c_{n,j}^*c_{n,j+1}
={}&|a_n|^2e^{-i\theta_n}+|b_n|^2e^{i\theta_n}\\
&+a_n^*b_ne^{i\theta_n(2j+1)}
+b_n^*a_ne^{-i\theta_n(2j+1)}.
\end{aligned} \tag{10}
\]

The last two terms are complex conjugates. Their sum is real and carries no current. In a closed channel the corresponding product is \(|b_n|^2\lambda_n^{2j+1}\), which is also real. Thus

\[
J=\frac1\hbar\sum_{n\ \mathrm{open}}
\gamma_n(|b_n|^2-|a_n|^2). \tag{11}
\]

A squared amplitude is a probability per cell. Multiplication by \(\gamma_n/\hbar\), the number of cells crossed per unit time, turns it into a probability per unit time.

In a stationary state the outward currents of all leads add to zero. To see this, multiply (2) from the left by \(\psi^\dagger\) and take the imaginary part. Both \(E\psi^\dagger\psi\) and \(\psi^\dagger H_C\psi\) are real, which leaves \(\sum_pt_p\,\mathrm{Im}(\phi_{p,0}^\dagger\phi_{p,1})=0\). By (9) and (11),

\[
\sum_n\gamma_n|b_n|^2=\sum_n\gamma_n|a_n|^2, \tag{12}
\]

where the sums now run over the open channels of all leads.

### Eliminating the leads

To find the outgoing amplitudes, the first lead cell is expressed through the interface cell. At \(j=0\), (7) gives \(b_n=c_{n,0}-a_n\). Hence

\[
\begin{aligned}
c_{n,1}
&=a_ne^{-i\theta_n}+(c_{n,0}-a_n)e^{i\theta_n}\\
&=e^{i\theta_n}c_{n,0}-2i\sin\theta_n\,a_n.
\end{aligned} \tag{13}
\]

Multiplication by \(-t\), as required in (2), gives

\[
-tc_{n,1}=\Sigma_nc_{n,0}+i\gamma_na_n,
\qquad \Sigma_n=-te^{i\theta_n}. \tag{14}
\]

For a closed channel, \(c_{n,1}=\lambda_nc_{n,0}\). It therefore has \(\Sigma_n=-t\lambda_n\), which is real, and no source term.

Let \(u_n=P_p^\dagger\chi_n\) be the mode vector placed on the interface cell and extended by zeros over the rest of the central region. Then \(c_{n,0}=u_n^\dagger\psi\). Insert (14) into (2) and move all terms proportional to \(\psi\) to the left:

\[
(E-H_C-\Sigma)\psi
=i\sum_{m\ \mathrm{open}}u_m\gamma_ma_m,
\qquad
\Sigma=\sum_{\mathrm{all}\ n}u_n\Sigma_nu_n^\dagger. \tag{15}
\]

The self-energy \(\Sigma\) replaces the infinite leads without approximation. Closed channels enter it and can change the scattering, although they carry no current in the leads.

The inverse of the matrix in (15) is the Green function

\[
G=(E-H_C-\Sigma)^{-1}. \tag{16}
\]

This is the retarded function. By definition, the retarded function is the limit, as \(\eta\) falls to zero from above, of the inverse of \(E+i\eta-H\) for the whole system. With a source in the central region alone, the solution in each lead must decay outward when \(\eta>0\). Write its factor per cell as \(e^{i(\theta_n+\delta)}\). To first order in \(\eta\), (5) gives \(i\eta=2t\sin\theta_n\,\delta=\gamma_n\delta\), so \(\delta=i\eta/\gamma_n\). The magnitude of the factor is then \(e^{-\eta/\gamma_n}<1\). The decaying solution becomes \(e^{+i\theta_nj}\) in the limit, which is the outgoing wave used in (14).

The inverse exists unless there is a bound state at \(E\). Suppose that \((E-H_C-\Sigma)\varphi=0\) for some nonzero \(\varphi\). Multiply by \(\varphi^\dagger\) and take the imaginary part. Since \(\mathrm{Im}\,\Sigma_n=-\gamma_n/2\) in open channels and zero in closed ones,

\[
\frac12\sum_{n\ \mathrm{open}}\gamma_n|u_n^\dagger\varphi|^2=0. \tag{17}
\]

Every open-channel amplitude of \(\varphi\) vanishes, and the state decays into the leads through closed channels, if it enters them at all. It is a bound state. Such an energy is excluded here, as are the thresholds.

### The Fisher-Lee form

Apply \(G\) to (15) and project the result on the open mode \(u_n\). With

\[
g_{nm}=u_n^\dagger Gu_m, \tag{18}
\]

the interface amplitude is \(c_{n,0}=i\sum_mg_{nm}\gamma_ma_m\). The relation \(b_n=c_{n,0}-a_n\) then gives

\[
b=Aa,\qquad A=-\mathbf 1+ig\gamma, \tag{19}
\]

where \(\gamma\) is the diagonal matrix of the \(\gamma_n\), and \(a\) and \(b\) are vectors of amplitudes. The first index of \(A\) is the outgoing channel and the second is the incoming channel.

The matrix \(A\) relates probabilities per cell, not currents. Equation (11) suggests the flux amplitudes \(\tilde a_n=\sqrt{\gamma_n}\,a_n\) and \(\tilde b_n=\sqrt{\gamma_n}\,b_n\), whose squared magnitudes divided by \(\hbar\) are currents. Their relation is \(\tilde b=S\tilde a\), with

\[
S=\gamma^{1/2}A\gamma^{-1/2}
=-\mathbf 1+i\gamma^{1/2}g\gamma^{1/2}. \tag{20}
\]

The last step uses \(\gamma^{1/2}(g\gamma)\gamma^{-1/2}=\gamma^{1/2}g\gamma^{1/2}\). In components,

\[
S_{nm}=-\delta_{nm}
+i\sqrt{\gamma_n}\,g_{nm}\sqrt{\gamma_m}. \tag{21}
\]

This is the lattice Fisher-Lee relation. If all leads have the same cell length, the second term is \(i(\hbar/a)\sqrt{v_nv_m}\,g_{nm}\). If the lengths differ, the factor for each channel is the root of its own \(\hbar v_n/a_p\); the speed alone is then not the weight of a per-cell amplitude.

The term \(-\delta_{nm}\) has a direct meaning. If the wave function vanishes on the interface cells, then \(c_{n,0}=0\) and \(b_n=-a_n\): the wave returns with its sign reversed. Equation (21) gives the same result when \(g=0\).

The phases of \(S\) refer to \(j=0\). Moving the reference cell outward by \(\ell_n\) cells changes \(b_n\) to \(b_ne^{i\theta_n\ell_n}\) and \(a_n\) to \(a_ne^{-i\theta_n\ell_n}\), by (7). Therefore \(S_{nm}\) changes to \(e^{i\theta_n\ell_n}S_{nm}e^{i\theta_m\ell_m}\). The probabilities \(|S_{nm}|^2\) do not change.

### One site and the continuum limit

A single site between two equal single-mode leads shows the signs at work. Let its energy be \(\varepsilon+U\), while the lead sites have energy \(\varepsilon\). Both leads attach to this site, so both self-energies are added:

\[
\begin{aligned}
G^{-1}
&=E-\varepsilon-U+2te^{i\theta}\\
&=-2t\cos\theta-U+2t\cos\theta+2it\sin\theta
=i\gamma-U.
\end{aligned} \tag{22}
\]

All four elements of \(g\) equal \(1/(i\gamma-U)\). Equation (21) gives the transmission and reflection amplitudes

\[
S_{21}=\frac{i\gamma}{i\gamma-U},\qquad
S_{11}=-1+\frac{i\gamma}{i\gamma-U}
=\frac{U}{i\gamma-U}. \tag{23}
\]

Their squared magnitudes are \(\gamma^2/(\gamma^2+U^2)\) and \(U^2/(\gamma^2+U^2)\), which add to one. For \(U=0\) the chain is uniform, and the transmission amplitude is \(+1\). For fixed nonzero \(U\), the transmission tends to zero at either band edge, where \(\gamma\) tends to zero.

The continuum form follows from the normalization of a wave function in one dimension. A cell amplitude is \(\sqrt a\) times the wave function \(\psi(x)\), and a cell source is likewise \(\sqrt a\) times the source \(s(x)\). Replacing the sum over cells by \(\int dx'/a\) gives

\[
\psi(x)=\int dx'\,\frac{g(x,x')}{a}s(x'). \tag{24}
\]

The continuum Green function is therefore \(g/a\). The factor \(1/a\) in \(\gamma=\hbar v/a\) is absorbed by it, and the second term of (21) becomes \(i\hbar\sqrt{v_nv_m}\) times the continuum Green function between modes. The lattice formula keeps the correct speed \(2ta\sin(ka)/\hbar\) at finite \(a\), where it differs from the small-\(ka\) form \(2ta^2k/\hbar\).

## Unitarity and the necessary weights

### Symbols carried forward

For open channel \(n\), \(\gamma_n=\hbar v_n/a\) is the diagonal flux weight, and \(g_{nm}=u_n^\dagger Gu_m\) is the retarded Green function between interface modes. The matrix \(A=-\mathbf 1+ig\gamma\) relates amplitudes per cell, while \(S=\gamma^{1/2}A\gamma^{-1/2}\) relates flux amplitudes. The energy is real and lies away from thresholds and bound states. The number of open channels is finite.

### Two proofs of unitarity

The first proof uses current conservation. Insert \(b=Aa\) into (12):

\[
a^\dagger A^\dagger\gamma Aa=a^\dagger\gamma a. \tag{25}
\]

This holds for every vector \(a\), because the incoming amplitudes can be chosen freely. A Hermitian matrix whose quadratic form vanishes for every vector has no nonzero eigenvalue, and is therefore zero. Hence \(A^\dagger\gamma A=\gamma\), and

\[
S^\dagger S
=\gamma^{-1/2}A^\dagger\gamma A\gamma^{-1/2}
=\mathbf 1. \tag{26}
\]

Since \(S\) is a finite square matrix, \(SS^\dagger=\mathbf 1\) follows. The root is needed because the current is quadratic in the amplitude: one factor \(\sqrt{\gamma_n}\) comes from \(S\) and another from \(S^\dagger\).

The second proof starts from the Green function. For any invertible \(G\), \(G-G^\dagger=G[(G^\dagger)^{-1}-G^{-1}]G^\dagger\). The definition (16) and the Hermiticity of \(H_C\) give

\[
G-G^\dagger=G(\Sigma-\Sigma^\dagger)G^\dagger. \tag{27}
\]

For an open channel, \(\Sigma_n-\Sigma_n^*=-2it\sin\theta_n=-i\gamma_n\). For a closed channel the difference is zero. Projection on the open modes yields

\[
g-g^\dagger=-ig\gamma g^\dagger. \tag{28}
\]

Closed channels remain inside \(G\), but they contribute no weight between \(g\) and \(g^\dagger\).

Wave matching has given the Fisher-Lee relation (21), and current conservation has shown that \(S\) is unitary. It remains to complete the second proof from (28), to find when unitarity alone fixes the velocity factors, and to test the weights in examples.
